# Vertical excitation energy, band centroid and band maximum

**Q:** I have a TDDFT excitation energy at the ground-state equilibrium geometry and an absorption band. The nuclei do not move during the transition, so the band should peak at my computed energy. I therefore read any difference between the two as an error of the functional.

**A:** Part of that difference can be there even with an exact functional. Call your number $E_v=V_e(R_0)-V_g(R_0)$, where $V_g$ and $V_e$ are the ground and excited potential energies and $R_0$ minimizes $V_g$. A band is a distribution over final vibrational states, and you have to ask which property of that distribution $E_v$ represents.

Take one isolated excited surface, a constant transition dipole (the Condon approximation), no rotation, and a molecule in its vibrational ground state $|0\rangle$ with energy $E_0$. The normalized line shape is

$$L(E)=\sum_f|\langle f|0\rangle|^2\,\delta(E-E_f+E_0),$$

where $|f\rangle$ are the eigenstates of the excited nuclear Hamiltonian $H_e$. They form a complete set, so the moments are

$$M_k=\int E^kL(E)\,dE=\langle0|(H_e-E_0)^k|0\rangle .$$

Both surfaces have the same kinetic energy operator, hence $H_e=H_g+\Delta V$ with $\Delta V=V_e-V_g$. Since $H_g|0\rangle=E_0|0\rangle$,

$$(H_e-E_0)|0\rangle=\Delta V|0\rangle .$$

Using this once gives $M_1$. Using it on the left and on the right gives $M_2$:

$$M_1=\langle\Delta V\rangle,\qquad M_2=\langle\Delta V^2\rangle .$$

The centroid is the gap averaged over the ground-state density. Your $E_v$ is the gap at one point of that density, so it approximates the centroid. Nothing here refers to the maximum.

**Q:** For a reasonably simple band, surely the centroid and the maximum coincide?

**A:** Test it on two harmonic surfaces of equal frequency $\omega$, displaced from each other. Let $q$ be the displacement from $R_0$ in units of $\sqrt{\hbar/m\omega}$, with $m$ the reduced mass and $p$ the conjugate momentum. Define the Huang–Rhys factor $S$ by writing

$$V_g=\tfrac12\hbar\omega q^2,\qquad \Delta V=E_v+gq,\qquad g=\hbar\omega\sqrt{2S}.$$

Completing the square gives

$$V_e=\tfrac12\hbar\omega\,(q+\sqrt{2S})^2+E_v-S\hbar\omega .$$

The zero-point energies are equal and cancel, so the 0–0 line lies at $E_{00}=E_v-S\hbar\omega$ and line $n$ at $E_{00}+n\hbar\omega$.

For the intensities, let $a=(q+ip)/\sqrt2$ be the lowering operator of the ground surface. That of the excited surface is $b=(q+\sqrt{2S}+ip)/\sqrt2=a+\sqrt S$. Because $a|0\rangle=0$, we have $b|0\rangle=\sqrt S\,|0\rangle$. Expand $|0\rangle=\sum_nc_n|n_e\rangle$ in excited-surface states and compare coefficients of $|n_e\rangle$:

$$\sqrt{n+1}\,c_{n+1}=\sqrt S\,c_n\quad\Rightarrow\quad I_n=c_n^2=e^{-S}\frac{S^n}{n!},$$

where normalization fixes $c_0^2=e^{-S}$.

The ratio $I_n/I_{n-1}=S/n$ exceeds one as long as $n<S$. The strongest line is therefore $n=\lfloor S\rfloor$, and it lies below $E_v$ by $(S-\lfloor S\rfloor)\hbar\omega$, which is less than one quantum. For integer $S$ two lines tie, one at $E_v$ and one a quantum below. The centroid, in contrast, is $E_v+g\langle q\rangle=E_v$.

Take $E_v=4$ eV, $\hbar\omega=0.15$ eV and $S=2.5$. The 0–0 line is at $4-2.5\times0.15=3.625$ eV. The strongest line is $n=2$, at 3.925 eV with weight 0.257. The centroid is 4.000 eV.

**Q:** My band has no resolved lines. Does smoothing restore the coincidence?

**A:** Not unless the broadening far exceeds the width of the vibronic progression, because the band is skewed. Let $\kappa_2$ and $\kappa_3$ be the variance and third central moment of the lines, and broaden each line by a Gaussian of standard deviation $s$. The variance becomes $v=\kappa_2+s^2$, while $\kappa_3$ is unchanged. Let $x$ be the energy measured from the centroid and $G(x)\propto e^{-x^2/2v}$. Keeping the third cumulant to first order and dropping higher ones, the Fourier transform of the band is $e^{-vt^2/2}\,[1+\kappa_3(it)^3/6]$. On transforming back, each factor $it$ becomes $-d/dx$, so

$$L\approx G-\frac{\kappa_3}{6}G'''=G\left[1-\frac{\kappa_3}{6}\left(\frac{3x}{v^2}-\frac{x^3}{v^3}\right)\right].$$

Near the top the $x^3$ term can be dropped, and $\ln L\approx-x^2/2v-\kappa_3x/2v^2$ plus a constant. Setting the derivative to zero gives

$$x_{\max}\approx-\frac{\kappa_3}{2(\kappa_2+s^2)} .$$

This requires small skewness and enough broadening to merge the lines.

For the displaced oscillators the Poisson distribution has variance and third central moment both equal to $S$, so $\kappa_2=S(\hbar\omega)^2$ and $\kappa_3=S(\hbar\omega)^3$. At large $S$ and fixed $s$ the estimate therefore tends to half a quantum below $E_v$. The band follows it only while the lines stay merged: its top flattens as $S$ grows, so even a weak remaining ripple can pull the maximum back onto a line. For $S=40$ and $s=\hbar\omega$ the estimate is $40/82=0.488$ quanta, and the computed band gives 0.489.

In the example with $s=0.10$ eV, the estimate is $0.00844/[2(0.05625+0.01)]=0.064$ eV. The computed maximum is at 3.934 eV, which is 0.066 eV below $E_v$.

Your belief does have a limit in which it becomes harmless. The shift relative to the bandwidth is about $(\hbar\omega/2)/(\sqrt S\,\hbar\omega)=1/(2\sqrt S)$, which vanishes for strong displacement. In electronvolts the shift remains.

**Q:** Then I will sample geometries from the Wigner distribution and compute the excitation energy at each. That includes the quantum motion of the nuclei, so its maximum should be right.

**A:** Look at what the sampling uses. With $\chi_0=\pi^{-1/4}e^{-q^2/2}$ the Wigner function is

$$W(q,p)=\frac1\pi\int\chi_0(q+y)\chi_0(q-y)e^{2ipy}\,dy=\frac{e^{-q^2}}{\pi^{3/2}}\int e^{-y^2+2ipy}\,dy=\frac{e^{-q^2-p^2}}{\pi}.$$

At each sampled point the kinetic energy is the same on both surfaces and drops out of the gap. What remains is $\Delta V(q)$ distributed with the density $|\chi_0|^2$. By the first result this gives the correct $M_1$ and $M_2$.

For displaced oscillators the sampled gap $E_v+gq$ is Gaussian. With $\langle q^2\rangle=\tfrac12$ its variance is $g^2/2=S(\hbar\omega)^2$, as it should be. It is also symmetric, so its maximum is at $E_v$. You recover your original belief because the method has removed the asymmetry that contradicts it.

With 400,000 points the sampled mean is 4.000 eV and the standard deviation 0.237 eV, both matching the vibronic lines. The skewness is 0.002, zero within the statistics, whereas the lines have 0.63.

The low-energy edge is wrong too. A gap below $E_{00}$ requires a Gaussian variable to lie more than $S\hbar\omega/(\sqrt S\,\hbar\omega)=\sqrt S$ standard deviations below its mean. For $S=2.5$ that happens with probability 0.057. The cold molecule has no intensity there.

**Q:** Where exactly does the asymmetry get lost?

**A:** In the third moment, where the kinetic energy no longer cancels. Using $(H_e-E_0)|0\rangle=\Delta V|0\rangle$ on both sides,

$$M_3=\langle0|\Delta V(H_e-E_0)\Delta V|0\rangle=\langle\Delta V^3\rangle+\langle0|\Delta V(H_g-E_0)\Delta V|0\rangle .$$

Let $x$ now be the length coordinate and a prime $d/dx$. Since $(H_g-E_0)\chi_0=0$, only derivatives of $\Delta V$ survive:

$$(H_g-E_0)\Delta V\chi_0=-\frac{\hbar^2}{2m}\left(\Delta V''\chi_0+2\Delta V'\chi_0'\right).$$

Multiply by $\Delta V\chi_0$, with $\chi_0$ real. The integrand becomes $-(\hbar^2/2m)\,\Delta V\,(\Delta V'\chi_0^2)'$. Integrating by parts, with $\chi_0$ vanishing at the ends,

$$M_3=\langle\Delta V^3\rangle+\frac{\hbar^2}{2m}\langle(\Delta V')^2\rangle .$$

The added term is never negative, and it contains the difference of the forces on the two surfaces. This is the sudden change of force at the transition. It alters the motion of the nuclei, and a static distribution of gaps does not know about it. For displaced oscillators the term is $(\hbar\omega/2)g^2=S(\hbar\omega)^3$, the whole of $\kappa_3$.

The result does not need harmonic surfaces. In units $\hbar=m=\omega=1$, take $V_g=q^2/2$ and the Morse curve $V_e=12\,(1-e^{-0.25(q-1.5)})^2$. The first two moments of the spectrum equal the static ones. The third is 262.59 against a static 248.09, and the difference is the force term, 14.49.

**Q:** Does warming the sample help?

**A:** It makes the asymmetry less visible. The same steps hold for each vibrational eigenstate of the ground surface. For displaced oscillators each has centroid $E_v$, because $\langle q\rangle=0$, and $\langle q^3\rangle=0$ as well. The thermal average of $\langle q^2\rangle$ is $\tfrac12\coth(\hbar\omega/2kT)$, so the variance grows to $S(\hbar\omega)^2\coth(\hbar\omega/2kT)$ while $\kappa_3$ stays the same. At $kT=\hbar\omega$ the skewness of the example falls from 0.63 to 0.20.

**Q:** What does this amount to in a real molecule?

**A:** Take the lowest singlet $\Pi$ state of carbon monoxide, from linear-response TDDFT with PBE0, the def2-SVP basis and the adiabatic kernel. At the computed ground-state bond length, 1.128 Å, $E_v=8.542$ eV. The excited-state gradient there is $-10.26$ eV/Å, so the force stretches the bond. With the length unit 0.0465 Å this gives $g=-10.26\times0.0465=-0.477$ eV.

Take both curves as quadratic about $R_0$. The curvatures differ, so the gap is $\Delta V=E_v+gq+cq^2$. Half the curvature difference in these units is

$$c=\frac{\hbar(\omega_e^2-\omega_g^2)}{2\omega_g}=0.010\ \text{eV},$$

with $\hbar\omega_g=0.282$ eV and $\hbar\omega_e=0.292$ eV. From $\langle q^2\rangle=\tfrac12$ the centroid is $E_v+c/2=8.547$ eV. In this quadratic model $E_v$ misses the centroid by 0.005 eV. That small value relies on the harmonic ground curve. With a cubic term $\lambda q^3$ in $V_g$, the mean force vanishes in an eigenstate, $\hbar\omega_g\langle q\rangle+3\lambda\langle q^2\rangle=0$, so $\langle q\rangle\approx-3\lambda/2\hbar\omega_g$ and the centroid gains $g\langle q\rangle$. A mean stretch of only $0.005/10.26\approx0.0005$ Å already cancels $c/2$, because $g$ is negative. On the anharmonic ground curve the mean stretch is about 0.004 Å, which contributes about $-0.04$ eV. This term dominates and puts the centroid about 0.03 eV below $E_v$. The quadratic model leaves it out.

In the quadratic model the strongest line is $n=1$ at 8.462 eV, which is 0.080 eV below $E_v$. With a broadening of 0.20 eV the smooth maximum is at 8.428 eV, 0.114 eV below $E_v$. Reading that gap as an error of the functional would be a mistake within this model.

**Q:** The gap is now curved, so Wigner sampling should show some asymmetry.

**A:** It does, but too little. Put $u=q^2-\tfrac12$. The Gaussian averages are $\langle q^2u\rangle=\tfrac12$ and $\langle u^3\rangle=1$, and odd powers of $q$ vanish. The static third central moment is then

$$\langle(gq+cu)^3\rangle=3g^2c\,\langle q^2u\rangle+c^3\langle u^3\rangle=\tfrac32g^2c+c^3\approx0.003\ \text{eV}^3 .$$

The force term is

$$\tfrac12\hbar\omega_g\langle(g+2cq)^2\rangle=\tfrac12\hbar\omega_g(g^2+2c^2)\approx0.032\ \text{eV}^3 .$$

In the quadratic model the skewness is 0.09 from sampling and 0.92 from the lines. The 0.09 belongs to the harmonic ground density. The cubic term in $V_g$ gives $q$ a third central moment of about $\langle q\rangle/3$, which adds $g^3\langle q\rangle/3\approx-0.003$ eV$^3$ and nearly cancels the static term. For a softer excited surface, $c<0$, the sampled skewness even has the wrong sign as long as $|c|$ is small compared with $\hbar\omega_g/3$, since the leading total is $\tfrac12g^2(\hbar\omega_g+3c)$.

**Q:** How far can I trust these numbers against a measured band?

**A:** They illustrate the distinction and do not predict the band. The curvature $\omega_e$ belongs to the ground-state geometry. The minimum of the quadratic excited curve lies $10.26/139.8=0.073$ Å further out, so the line positions rest on an extrapolation that ignores anharmonicity. The effect is large: the full excited curve at the same level of theory has its minimum about 0.10 Å out and a line spacing near 0.20 eV, and its strongest line is $n=2$. The first three moments are safer in this respect, because they need the gap and its slope only where the ground-state density is appreciable, but they still depend on that density, which the anharmonicity of the ground curve shifts. With the full curves the variance hardly changes, $\kappa_3$ drops by about a tenth, and the centroid moves down by about 0.04 eV. The errors of the functional and the basis come on top.

Two assumptions also affect the comparison. The absorption cross section is proportional to $E\,L(E)$, so its centroid is $M_2/M_1=M_1+\kappa_2/M_1$. In the 4 eV example that is 4.014 eV, and you should divide the measured cross section by $E$ before taking its centroid. If the transition dipole $\mu(q)$ varies, $|0\rangle$ is replaced by $\mu|0\rangle$, which is in general not an eigenstate of $H_g$, and the cancellation behind $M_1$ and $M_2$ fails.

**Q:** So I compare $E_v$ with the centroid, and compute vibronic lines if I need the maximum.

**A:** Yes, remembering that the centroid is $\langle\Delta V\rangle$ and $E_v$ only approximates it. The leading corrections to $E_v$ are $c/2$ when the curvatures differ and $g\langle q\rangle$ when the ground curve is anharmonic. If the maximum is all you have, $\kappa_3/[2(\kappa_2+s^2)]$ estimates the correction for a smooth band. For the quadratic model of carbon monoxide it gives $0.0355/[2(0.114+0.040)]\approx0.115$ eV below the centroid, against 0.119 eV from the computed band. The remaining values are in the numerical output below.

## Table of computed values

```
MODEL: displaced oscillators
vertical energy 4.000 eV, quantum 0.150 eV, S 2.50
0-0 line 3.6250 eV
line n=0: 3.6250 eV, weight 0.0821
line n=1: 3.7750 eV, weight 0.2052
line n=2: 3.9250 eV, weight 0.2565
line n=3: 4.0750 eV, weight 0.2138
line n=4: 4.2250 eV, weight 0.1336
line n=5: 4.3750 eV, weight 0.0668
line n=6: 4.5250 eV, weight 0.0278
centroid 4.0000 eV, standard deviation 0.2372 eV
third central moment 0.008437 eV^3
skewness 0.6325
strongest line n=2 at 3.9250 eV
Gaussian broadening (standard deviation) 0.100 eV
smooth maximum 3.9338 eV, cumulant estimate 3.9363 eV
S=40, broadening 1 quantum: maximum below mean 0.4888 quanta
centroid with photon-energy factor 4.0141 eV
Wigner samples 400000
Wigner mean 4.0001 eV, deviation 0.2369 eV
Wigner skewness 0.0021
Wigner fraction below 0-0: 0.0564, formula 0.0569
kT = quantum: standard deviation 0.3489 eV
kT = quantum: third central moment 0.008438 eV^3
kT = quantum: skewness 0.1987
MORSE TEST: hbar = mass = ground frequency = 1
Morse depth 12.0, alpha 0.25, centre 1.5
moment 1: spectrum 3.322717, static 3.322717
moment 2: spectrum 23.611901, static 23.611901
moment 3: spectrum 262.586015, static 248.092497
quantum term of third moment 14.493517
CARBON MONOXIDE: PBE0/def2-SVP, quadratic surfaces
masses C 12.000 u, O 15.995 u
ground-state bond length 1.1280 angstrom
vertical energy 8.5420 eV
excited-state gradient at minimum -10.263 eV/angstrom
gradient at 1.13 angstrom: scan -9.992 eV/angstrom
same gradient, analytic -9.995 eV/angstrom
curvatures: ground 130.54, excited 139.75 eV/angstrom^2
quanta: ground 0.2821, excited 0.2919 eV
length unit of q 0.04649 angstrom
gap coefficients: slope -0.4771 eV, bend 0.0100 eV
CO line n=0: 8.1700 eV, weight 0.2810
CO line n=1: 8.4619 eV, weight 0.3506
CO line n=2: 8.7538 eV, weight 0.2247
CO line n=3: 9.0457 eV, weight 0.0985
CO line n=4: 9.3376 eV, weight 0.0332
CO centroid 8.5469 eV, centroid minus vertical 0.0050 eV
CO standard deviation 0.3375 eV
CO strongest line n=1 at 8.4619 eV
CO smooth maximum 8.4284 eV, broadening 0.20 eV
CO skewness: spectrum 0.9248
CO skewness: Wigner 0.0885
```
